# The Transport Cross Section of Screened-Rutherford Scattering and Its Logarithm

## Scaling of the answer

An electron in a lithography beam, with momentum $p=\hbar k$ and speed $v=\beta c$, scatters elastically from an atom at rest. The atom is modelled by a nuclear charge $Ze$ whose field is screened over a length $a$:

$$V(r)=-\frac{S}{r}\,e^{-r/a},\qquad S=\frac{Ze^2}{4\pi\varepsilon_0}. \tag{1}$$

Spin is left out at first. The wave equation then follows from $(E-V)^2=\hat p^2c^2+m^2c^4$ with $E=\gamma mc^2$. Since $E^2-m^2c^4=\hbar^2k^2c^2$, dropping $V^2$, which is of second order in the coupling and comparable with $2EV$ only very close to the nucleus, gives

$$\nabla^2\psi+k^2\psi=\frac{2\gamma m}{\hbar^2}V\psi. \tag{2}$$

Measure length in units of $1/k$, so that $r=\rho/k$, and divide by $k^2$:

$$\nabla_\rho^2\psi+\Big[1+\frac{2g}{\rho}\,e^{-\rho/(ka)}\Big]\psi=0,\qquad g=\frac{\gamma mS}{\hbar^2k}=\frac{S}{\hbar v}=\frac{Z\alpha}{\beta}. \tag{3}$$

The second form of $g$ uses $\gamma m=\hbar k/v$. Two pure numbers remain, the coupling $g$ and the ratio $ka$. A cross section is an area, so it must be $k^{-2}$ times a function of $g$ and $ka$. To lowest order the scattered amplitude is proportional to $g$ and the cross section to $g^2$. Because the potential is spherical, the differential cross section depends on direction through the scattering angle $\theta$ alone. Hence, to this order,

$$\frac{d\sigma}{d\Omega}=C\,F(\theta,ka),\qquad C=\frac{g^2}{k^2}=\Big(\frac{S}{pv}\Big)^2, \tag{4}$$

and any angular integral of it is $C$ times a function of $ka$. Scaling cannot say whether that function is a power or a logarithm. The answer depends on how the angles are weighted.

## The screened-Rutherford cross section

The outgoing Green function of $\nabla^2+k^2$ is $-e^{ikR}/(4\pi R)$. Equation (2) is therefore equivalent to

$$\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}-\frac{2\gamma m}{4\pi\hbar^2}\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}V(r')\psi(\mathbf r')\,d^3r'. \tag{5}$$

In the first Born approximation the $\psi$ under the integral is replaced by the incident wave. Far away, $k|\mathbf r-\mathbf r'|\approx kr-\mathbf k'\cdot\mathbf r'$, where $\mathbf k'$ has length $k$ and points to the detector. The coefficient of $e^{ikr}/r$ is the amplitude $f$. With $\mathbf q=\mathbf k'-\mathbf k$, and with $4\pi\sin(qr)/(qr)$ for the integral of $e^{-i\mathbf q\cdot\mathbf r}$ over directions,

$$f=-\frac{\gamma m}{2\pi\hbar^2}\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r=\frac{2\gamma mS}{\hbar^2q}\int_0^\infty e^{-r/a}\sin(qr)\,dr. \tag{6}$$

The two minus signs, one from the Green function and one from the attraction, have cancelled. The radial integral is the imaginary part of $1/(a^{-1}-iq)$, which is $q/(q^2+a^{-2})$. Elastic scattering has $q^2=2k^2(1-\cos\theta)$, so

$$f=\frac{2\gamma mS/\hbar^2}{2k^2(1-\cos\theta)+a^{-2}}=\frac{S/(pv)}{1-\cos\theta+1/(2k^2a^2)}, \tag{7}$$

where $\gamma m/(\hbar k)^2=1/(pv)$. Squaring gives

$$\frac{d\sigma}{d\Omega}=\frac{C}{(1-\cos\theta+2\eta)^2},\qquad \eta=\frac{1}{4k^2a^2}. \tag{8}$$

For $\eta=0$ this is the Rutherford formula, since $1-\cos\theta=2\sin^2(\theta/2)$. The screening parameter $\eta$ replaces the singularity at $\theta=0$ by a finite peak. The cross section falls to a quarter of its forward value at $1-\cos\theta=2\eta$, which for small $\eta$ is the angle $\theta_s\approx2\sqrt\eta=1/(ka)$.

## Which integral controls the beam direction

Let a solid contain $N$ such atoms per unit volume, acting independently and at random positions. Energy loss is neglected. In one collision the direction $\mathbf u$ becomes $\mathbf u\cos\theta$ plus a part perpendicular to $\mathbf u$. The perpendicular part averages to zero over azimuth, so each collision multiplies the mean direction by

$$\mu=\frac{1}{\sigma_{el}}\int\cos\theta\,\frac{d\sigma}{d\Omega}\,d\Omega,\qquad \sigma_{el}=\int\frac{d\sigma}{d\Omega}\,d\Omega. \tag{9}$$

The number $n$ of collisions on a path of length $s$ follows a Poisson distribution with mean $M=N\sigma_{el}s$. Averaging over $n$ gives, for the angle $\Theta$ from the initial direction,

$$\langle\cos\Theta(s)\rangle=\sum_{n=0}^\infty e^{-M}\frac{M^n}{n!}\mu^n=e^{-M(1-\mu)}=e^{-s/\lambda_{tr}}, \tag{10}$$

$$\lambda_{tr}=\frac{1}{N\sigma_{tr}},\qquad \sigma_{tr}=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}\,d\Omega. \tag{11}$$

The weight $1-\cos\theta$ is thus the fraction of forward direction lost in a collision. Since $dz/ds=\cos\Theta$, integrating (10) gives the mean depth in an unbounded medium:

$$\langle z(s)\rangle=\int_0^s e^{-s'/\lambda_{tr}}ds'=\lambda_{tr}\big(1-e^{-s/\lambda_{tr}}\big). \tag{12}$$

However long the path, the mean depth does not exceed $\lambda_{tr}$. If the electron slows down continuously, each short piece of path contributes its own factor, and the exponent in (10) becomes $-\int ds/\lambda_{tr}(E(s))$.

Equations (10) and (12) were tested by a random walk of 200,000 electrons with $\eta=0.01$ over one transport path. It gave $\langle\cos\Theta\rangle=0.3687\pm0.0012$ against $e^{-1}=0.3679$, and $\langle z\rangle/\lambda_{tr}=0.6324\pm0.0007$ against $0.6321$.

## The two integrations

Put $x=1-\cos\theta$. Then $dx=\sin\theta\,d\theta$, the azimuth gives $2\pi$, and $x$ runs from 0 to 2. The unweighted integral is

$$\sigma_{el}=2\pi C\int_0^2\frac{dx}{(x+2\eta)^2}=2\pi C\Big[\frac1{2\eta}-\frac1{2+2\eta}\Big]=\frac{\pi C}{\eta(1+\eta)}. \tag{13}$$

For the transport cross section, write the numerator as $x=(x+2\eta)-2\eta$:

$$\sigma_{tr}=2\pi C\int_0^2\Big[\frac1{x+2\eta}-\frac{2\eta}{(x+2\eta)^2}\Big]dx. \tag{14}$$

The first term gives $\ln[(2+2\eta)/(2\eta)]=\ln(1+1/\eta)$. The second is $2\eta$ times the integral in (13), which is $2\eta/[2\eta(1+\eta)]=1/(1+\eta)$. Therefore

$$\boxed{\sigma_{tr}=2\pi C\,L(\eta),\qquad L(\eta)=\ln\Big(1+\frac1\eta\Big)-\frac1{1+\eta}} \tag{15}$$

This is finite for every $\eta>0$. The weight alone does not make it so. Near $x=0$ and without screening, the integrand of $\sigma_{el}$ is $1/x^2$ and that of $\sigma_{tr}$ is $1/x$. Both integrals diverge, the first as a power and the second as a logarithm. Screening cuts off both, and the cutoff survives in the results as $1/\eta$ and $\ln(1/\eta)$.

## Weak and strong screening

For $\eta\ll1$, use $\ln(1+1/\eta)=\ln(1/\eta)+\ln(1+\eta)\approx\ln(1/\eta)+\eta$ and $1/(1+\eta)\approx1-\eta$:

$$L=\ln\frac1\eta-1+2\eta+O(\eta^2). \tag{16}$$

This is the regime of fast electrons, in which $1/k$, the wavelength divided by $2\pi$, is much shorter than the screening length. The local slope shows how far the logarithmic law reaches. Differentiating (15),

$$\frac{dL}{d\eta}=\frac1{1+\eta}-\frac1\eta+\frac1{(1+\eta)^2}=-\frac1{\eta(1+\eta)}+\frac1{(1+\eta)^2}=-\frac{1}{\eta(1+\eta)^2}, \tag{17}$$

$$\frac{dL}{d\ln(1/\eta)}=-\eta\frac{dL}{d\eta}=\frac1{(1+\eta)^2}. \tag{18}$$

A pure logarithm has slope one. The slope is within 2 percent of one for $\eta$ below about $0.01$ and has dropped to one quarter at $\eta=1$.

For $\eta\gg1$, set $\epsilon=1/\eta$. Then $\ln(1+\epsilon)\approx\epsilon-\epsilon^2/2$ and $1/(1+\eta)=\epsilon/(1+\epsilon)\approx\epsilon-\epsilon^2$. The linear terms cancel, which leaves $L\approx1/(2\eta^2)$ and

$$\sigma_{tr}\to\frac{\pi C}{\eta^2},\qquad \sigma_{el}\to\frac{\pi C}{\eta^2}. \tag{19}$$

The two agree because (8) has become isotropic, so that the mean of $\cos\theta$ vanishes. The limit belongs to the Born formula, and a given atom need not obey it. At low $k$ the first correction to the wave at the nucleus, from (5), has the size $(2\gamma mS/\hbar^2)\int_0^\infty e^{-r/a}dr=2\gamma mSa/\hbar^2=2g\,ka$. The Born approximation behind (19) is justified when this is small. With the screening length $a=a_0Z^{-1/3}$ used below, where $a_0$ is the Bohr radius, it equals $2Z^{2/3}$ at low speed. That is never small, so (19) cannot be relied on for slow electrons on such atoms.

The logarithmic law (16) describes $\sigma_{tr}$ at fixed $C$. A change of beam energy changes $\eta$ and $C$ together, and $C=(S/pv)^2$ then varies much faster than the logarithm.

## Where the logarithm comes from

Between the screening angle and large angles, $2\eta\ll x\ll1$, the integrand of $\sigma_{tr}$ is $dx/x$. With $x\approx\theta^2/2$ this equals $2\,d\theta/\theta=2\,d\ln\theta$. Equal intervals of $\ln\theta$ therefore contribute equally. Each unit interval adds 2, so $L$ is roughly twice the number of unit intervals between $\theta_s$ and one radian.

The cumulative integrals make this quantitative. Stopping (13) and (14) at $x=X$ and dividing by the full values gives the fractions

$$P_{el}(X)=\frac{X(1+\eta)}{X+2\eta},\qquad P_{tr}(X)=\frac1L\Big[\ln\Big(1+\frac{X}{2\eta}\Big)-\frac{X}{X+2\eta}\Big]. \tag{20}$$

Setting $P_{el}=\tfrac12$ gives $2X(1+\eta)=X+2\eta$, hence $X=2\eta/(1+2\eta)$. For small $\eta$ the median collision angle is just $\theta_s$. For the transport median, assume $2\eta\ll X$ and use (16):

$$\ln\frac{X}{2\eta}-1\approx\frac12\Big(\ln\frac1\eta-1\Big)\quad\Rightarrow\quad X\approx2\sqrt{e\,\eta}. \tag{21}$$

One median has $X\propto\eta$ and the other $X\propto\sqrt\eta$. For small $\eta$ the two median angles therefore vary as $\sqrt\eta$ and $\eta^{1/4}$. Both shrink as $\eta$ falls, but their ratio grows as $\eta^{-1/4}$, so the collisions that turn the beam become ever wider compared with the typical one.

## The effect of electron spin

For a Dirac electron the Born matrix element acquires the overlap of two unit-norm spinors. The remaining prefactor is unchanged: the golden rule, with density of states proportional to $p^2dp/dE=pE/c^2$ and flux proportional to $v$, gives $(\gamma m/2\pi\hbar^2)^2$ as in (6).

A free spinor along the unit vector $\mathbf n$ is proportional to $(\chi,\ \kappa\,\boldsymbol\sigma\cdot\mathbf n\,\chi)$, with $\kappa=pc/(E+mc^2)$ and squared norm $1+\kappa^2$. The overlap matrix between directions $\mathbf n$ and $\mathbf n'$ is

$$1+\kappa^2(\boldsymbol\sigma\cdot\mathbf n')(\boldsymbol\sigma\cdot\mathbf n)=1+\kappa^2\cos\theta+i\kappa^2\boldsymbol\sigma\cdot(\mathbf n'\times\mathbf n). \tag{22}$$

Summing its square over final spins and averaging over initial spins gives $(1+\kappa^2\cos\theta)^2+\kappa^4\sin^2\theta=1+2\kappa^2\cos\theta+\kappa^4$. Division by $(1+\kappa^2)^2$ yields

$$1-\frac{2\kappa^2(1-\cos\theta)}{(1+\kappa^2)^2}=1-\frac{\beta^2x}{2}=1-\beta^2\sin^2\frac\theta2. \tag{23}$$

Here $\kappa^2=(\gamma-1)/(\gamma+1)$ and $\kappa=\beta\gamma/(\gamma+1)$ give $2\kappa/(1+\kappa^2)=\beta$. Spin suppresses backscattering, so it lowers $L$. The amount follows from $x^2=(x+2\eta)^2-4\eta(x+2\eta)+4\eta^2$:

$$\Delta L=\frac{\beta^2}2\int_0^2\frac{x^2\,dx}{(x+2\eta)^2}=\beta^2\Big[1-2\eta\ln\Big(1+\frac1\eta\Big)+\frac{\eta}{1+\eta}\Big]. \tag{24}$$

For small $\eta$ this is nearly $\beta^2$, and the bracket becomes $\ln(1/\eta)-1-\beta^2$. The coefficient of the logarithm is untouched, because spin acts at wide angles.

## A model solid at three beam energies

Take $Z=14$, $N=50\ \text{nm}^{-3}$ and the simple screening model $a=a_0Z^{-1/3}=0.02196$ nm, with $a_0$ the Bohr radius. At 100 keV, $\beta=0.5482$ and $k=1697.5\ \text{nm}^{-1}$, so $ka=37.27$ and $g=0.1864$. Then

$$\eta=\frac1{4(37.27)^2}=1.80\times10^{-4},\qquad C=\Big(\frac{0.1864}{1697.5}\Big)^2\text{nm}^2=1.205\times10^{-8}\ \text{nm}^2,$$

$$L=8.623-1.000=7.623,\qquad \sigma_{tr}=2\pi CL=5.77\times10^{-7}\ \text{nm}^2,$$

$$\lambda_{tr}=\frac1{50\times5.77\times10^{-7}}\ \text{nm}\approx3.46\times10^4\ \text{nm}=34.6\ \mu\text{m}.$$

Equation (13) gives $\sigma_{el}=2.10\times10^{-4}\ \text{nm}^2$ and an elastic mean free path of 95 nm. About 364 collisions occur on one transport path. The three energies compare as follows.

| Energy (keV) | $\eta$ | $L$ | $\lambda_{el}$ (nm) | $\lambda_{tr}$ (µm) |
|---|---|---|---|---|
| 10 | 0.00196 | 5.24 | 12.0 | 0.586 |
| 30 | 0.00064 | 6.36 | 34.1 | 4.19 |
| 100 | 0.00018 | 7.62 | 95.1 | 34.6 |

From 10 to 100 keV, $C$ falls by a factor of 86 while $L$ rises by a factor of 1.45. The transport path grows by their quotient, about 59. The prefactor does most of the work, and the logarithm takes some of it back.

The logarithm shows plainly when the screening length alone is changed. Halving $a$ at 100 keV multiplies $\eta$ by 4. The elastic cross section falls to 0.25 of its value, whereas $L$ loses only $\ln4=1.39$ and $\sigma_{tr}$ falls to 0.82. A crude screening length thus harms $\sigma_{tr}$ far less than $\sigma_{el}$, though an 18 percent change is not negligible.

The median angles at 100 keV are 1.5° for $\sigma_{el}$ and 17° for $\sigma_{tr}$. This matters for a thin layer. On a path of 500 nm an electron makes 5.3 elastic collisions on average, and (10) gives $1-\langle\cos\Theta\rangle=0.014$. That mean does not describe a typical electron. From (20), the fraction of collisions beyond 17° is $1-P_{el}=\eta(2-X)/(X+2\eta)\approx0.008$ with $X=0.044$. The mean number of them on this path is $5.3\times0.008\approx0.04$, yet they supply half of $\sigma_{tr}$. About half of the mean loss of direction thus comes from the roughly 4 percent of electrons that suffer such a collision.

## How good the Born result is

The error that the Born approximation makes in equation (2) can be measured by solving (2) without expansion in $g$. With phase shifts $\delta_l$ and $a_l=e^{i\delta_l}\sin\delta_l$, the amplitude is $f=k^{-1}\sum_l(2l+1)a_lP_l(\cos\theta)$. Orthogonality of the $P_l$, and the recurrence $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$, give

$$\sigma_{el}=\frac{4\pi}{k^2}\sum_l(2l+1)|a_l|^2,\qquad \int\cos\theta\,|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l2(l+1)\,\mathrm{Re}(a_l^*a_{l+1}). \tag{25}$$

Since $\sum_l l|a_l|^2=\sum_l(l+1)|a_{l+1}|^2$, the difference of the two is a sum of $(l+1)|a_l-a_{l+1}|^2$. With $a_l=(e^{2i\delta_l}-1)/2i$ this becomes

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{26}$$

At 10 keV with the coupling reduced to 0.02 of its value, numerical phase shifts reproduce (15) and (13) to within 0.2 percent; the test required 0.5 percent. The small remainder is positive for this attractive potential and changes sign when the coupling is made repulsive, so it is mainly the next order in $g$.

At full coupling, the ratio of the partial-wave to the Born transport cross section is 0.971 (uncertain by one unit in the last digit), 0.993 and 0.998 at 10, 30 and 100 keV, where $g$ is 0.52, 0.31 and 0.19. For the elastic cross section the ratios are 0.874, 0.950 and 0.981. For $Z=14$ at these three energies the Born formula overestimates both, and $\sigma_{tr}$ is the less affected. The sign is not general: at the weak coupling above, the Born values are slightly too small.

These ratios refer to the spinless equation (2), from which $V^2$ has been dropped. Spin, in the Born approximation, lowers $L$ by 0.7 percent at 10 keV and by 3.9 percent at 100 keV, where $\Delta L=0.30$. The two corrections do not add up to the full error for a relativistic electron. The dropped term $V^2$ raises the wide-angle cross section by a relative amount of order $\pi Z\alpha\beta$, which is 0.18 at 100 keV. For a Dirac electron, scattering with spin beyond the Born approximation takes its place, and for a point charge it raises the wide-angle cross section by only several percent at 100 keV. At 100 keV $\sigma_{tr}$ changes by a few percent in either case, which is comparable with the spin correction itself.

All these corrections concern one potential. A real atom has a charge distribution that a single exponential does not reproduce, and a real solid also deflects electrons inelastically and takes energy from them. The paths above are therefore results of the stated model, not measured values. The full set of values is in the numerical output.

## Numbers as computed

```
Nuclear charge Z = 14; number density = 50 nm^-3
Screening radius a = 0.02196 nm
--- Beam energy 10 keV ---
beta = 0.1950; k = 514.8 nm^-1; k a = 11.303
C = 1.0358e-06 nm^2; eta = 1.9567e-03
bracket L = 5.2404; ln(1/eta) - 1 = 5.2365
sigma_el = 1.6598e-03 nm^2; sigma_tr = 3.4105e-05 nm^2
elastic mean free path = 12.05 nm
transport mean free path = 0.586 um
collisions per transport path = 48.7
spin lowers L by 0.0372, i.e. 0.71 percent
coupling Z alpha/beta = 0.524; partial-wave/Born: transport 0.971, elastic 0.874
--- Beam energy 30 keV ---
beta = 0.3284; k = 900.3 nm^-1; k a = 19.767
C = 1.1942e-07 nm^2; eta = 6.3982e-04
bracket L = 6.3556; ln(1/eta) - 1 = 6.3543
sigma_el = 5.8599e-04 nm^2; sigma_tr = 4.7689e-06 nm^2
elastic mean free path = 34.13 nm
transport mean free path = 4.194 um
collisions per transport path = 122.9
spin lowers L by 0.1069, i.e. 1.68 percent
coupling Z alpha/beta = 0.311; partial-wave/Born: transport 0.993, elastic 0.950
--- Beam energy 100 keV ---
beta = 0.5482; k = 1697.5 nm^-1; k a = 37.271
C = 1.2052e-08 nm^2; eta = 1.7997e-04
bracket L = 7.6231; ln(1/eta) - 1 = 7.6227
sigma_el = 2.1034e-04 nm^2; sigma_tr = 5.7725e-07 nm^2
elastic mean free path = 95.08 nm
transport mean free path = 34.647 um
collisions per transport path = 364.4
spin lowers L by 0.2997, i.e. 3.93 percent
coupling Z alpha/beta = 0.186; partial-wave/Born: transport 0.998, elastic 0.981
--- Further results at 100 keV ---
median angle of sigma_el = 1.537 degrees
median angle of sigma_tr = 16.966 degrees
halving a: sigma_el times 0.2499, sigma_tr times 0.8183
path 500 nm: mean collisions = 5.26; 1 - <cos> = 0.01433
--- Tests quoted in the text ---
random walk (eta = 0.01, 200000 electrons, one transport path):
<cos> = 0.3687 +- 0.0012; formula 0.3679
<z>/lambda_tr = 0.6324 +- 0.0007; formula 0.6321
10 keV, coupling times 0.02: partial-wave/Born transport 1.00119, elastic 1.00076
```
